# Three Kinds of Dispersion Nonadditivity in D3, MBD and RPA, part 2

Neutral bodies attract through their charge fluctuations. The simplest estimate adds pair energies $-C_6/R^6$ with free-atom $C_6$. It can fail because surroundings change an atom's response (type A), because atoms of fixed response screen one another (type B), or because electrons hop between atoms (type C). Three methods are compared: D3 (pair terms set by coordination number, optionally a three-body term), MBD (coupled atomic oscillators set by atomic volumes) and RPA (response from orbitals, coupled by the Coulomb interaction).

Algebra is in atomic units. An oscillator atom of frequency $w$ has $\alpha(iu)=1/(w^2+u^2)$ at imaginary frequency $iu$, and $C_6=3/(4w^3)$; the free atom has $\hbar w_0=10$ eV. With dipole tensor $T=(1-3\hat r\hat r^T)/r^3$, the interaction energy is

$$E=\frac1{2\pi}\int_0^\infty du\,\ln\det(1+\alpha T), \tag{4}$$

evaluated through $\int_0^\infty du\,\ln[(u^2+\Omega^2)/(u^2+w^2)]=\pi(\Omega-w)$.

Two parallel chains of atomic spacing $a$ lie at distance $D\gg a$, each much longer than $D$, at zero temperature and without retardation. Here $x$ joins the chains and $z$ runs along them. For bound charges, free-atom pairs give the energy per length

$$\frac{E}{L}=-\frac{C_6}{a^2}\int_{-\infty}^{\infty}\frac{dz}{(D^2+z^2)^3}=-\frac{3\pi}{8}\frac{C_6}{a^2D^5}. \tag{19}$$

Screening within each chain changes the frequencies along ($w_L$) and across ($w_T$) it:

$$w_L^2=w_0^2-\frac{4\zeta(3)}{a^3},\qquad w_T^2=w_0^2+\frac{2\zeta(3)}{a^3}, \tag{20}$$

with $\zeta(3)=\sum_m m^{-3}=1.202$. Stability requires $w_L^2>0$. The MBD energy, with $w_z=w_L$ and $w_x=w_y=w_T$, is

$$\frac EL=-\frac1{a^2}\sum_{ij}\frac{1}{4w_iw_j(w_i+w_j)}\int_{-\infty}^\infty T_{ij}^2\,dz. \tag{21}$$

The closing list of numbers also covers the earlier examples. In A, $n$ neighbours stiffen an atom to $w^2=w_0^2+n\kappa$. In B, three atoms form an equilateral triangle or an evenly spaced line; ATM is their leading three-body energy, with coefficient $C_9$.

### Chains on which electrons hop

Now let electrons hop between neighbouring sites with amplitude $t$, one electron per site. The band is $\varepsilon_k=-2t\cos ka$, filled up to $k_F=\pi/2a$, where the velocity is $v_F=2ta$. The density response per length to a potential of wavevector $q>0$ is

$$\chi_0(q,iu)=2\int\frac{dk}{2\pi}\frac{f_k-f_{k+q}}{iu+\varepsilon_k-\varepsilon_{k+q}}, \tag{23}$$

where $f_k$ is 1 for filled and 0 for empty states, and the factor 2 counts spin. Two windows of width $q$ contribute. Near $k_F$ a filled state is joined to an empty one higher by $\Delta=v_Fq$, which gives $1/(iu-\Delta)$. Near $-k_F$ an empty state is joined to a filled one lower by $\Delta$, which gives $-1/(iu+\Delta)$. Their sum is $-2\Delta/(u^2+\Delta^2)$. For $qa\ll1$, therefore,

$$\chi_0(q,iu)=-\frac{2v_F}{\pi}\,\frac{q^2}{u^2+v_F^2q^2}. \tag{24}$$

A chain of bound charges has $\chi_0=-q^2\alpha_L(iu)$, with a polarizability per length $\alpha_L$ that stays finite as $q$ and $u$ go to zero. In (24) the corresponding factor grows without limit. Charge can move from one end of a long fluctuation to the other, and the dipole it makes grows with the length available. This is type C.

The Coulomb interaction between the wires, as a function of $q$, follows from writing $1/\sqrt{z^2+D^2}$ as $\pi^{-1/2}\int_0^\infty dp\,p^{-1/2}e^{-p(z^2+D^2)}$. The $z$ integral is Gaussian, and

$$\int_{-\infty}^{\infty}\!\frac{e^{-iqz}\,dz}{\sqrt{z^2+D^2}}=\int_0^\infty\frac{dp}{p}\,e^{-pD^2-q^2/4p}=2K_0(qD). \tag{25}$$

The last step is the definition $K_0(x)=\int_0^\infty e^{-x\cosh\tau}d\tau$ with $pD^2=\tfrac12qD\,e^\tau$. Within a wire the distance $D$ is replaced by an effective radius $b$. So $V_b=2K_0(qb)$ acts inside each wire and $V_D=2K_0(qD)$ between them. Variations of the field within one lattice spacing are neglected.

In RPA the product $\alpha T$ of the oscillator formula becomes $-\chi_0V$. For two equal wires the matrix $V$ has eigenvalues $V_b\pm V_D$. The first-order term that RPA subtracts contains $V_b$ alone and drops out of the interaction energy:

$$\frac EL=\int_{-\infty}^{\infty}\!\frac{dq}{2\pi}\int_0^\infty\!\frac{du}{2\pi}\,\ln\left[1-\left(\frac{\chi_0V_D}{1-\chi_0V_b}\right)^2\right]. \tag{26}$$

Inserting (24), $1-\chi_0(V_b\pm V_D)=(u^2+\Omega_\pm^2)/(u^2+v_F^2q^2)$, with the coupled plasmon frequencies

$$\Omega_\pm^2=\frac{4v_F}{\pi}q^2\left[K_0(qb)+\frac{\pi v_F}{4}\pm K_0(qD)\right]. \tag{27}$$

Let $\Omega_0$ be the frequency without the $K_0(qD)$ term. The $u$ integral is the one that led to (4), and positive and negative $q$ contribute equally:

$$\frac EL=\frac1{2\pi}\int_0^\infty dq\,(\Omega_++\Omega_--2\Omega_0). \tag{28}$$

### The distance law

Write $\Omega_\pm=\Omega_0\sqrt{1\pm s}$ with $s=K_0(qD)/[K_0(qb)+\pi v_F/4]$. The expansion of the roots gives

$$\sqrt{1+s}+\sqrt{1-s}-2=-\frac{s^2}{4}-\frac{5s^4}{64}-\dots \tag{29}$$

Put $x=qD$. The factor $K_0(x)$ limits $x$ to order one. For $D\gg b$ the argument $qb$ is then small, and $K_0(qb)\simeq\ln(2/qb)-\gamma$, with $\gamma$ Euler's constant. The denominator of $s$ becomes $M-\ln x$, where $M=\ln(2D/b)-\gamma+\pi v_F/4$, and $\Omega_0=2\sqrt{v_F/\pi}\,(x/D)\sqrt{M-\ln x}$. This form of the denominator holds only for $qb\ll1$. It would vanish at $x=e^M$, where the true denominator $K_0(qb)+\pi v_F/4$ does not, so the integral below is to be cut off once $K_0(x)^2$ has decayed, well short of that point. The first term of (29) yields

$$\frac EL=-\frac{1}{4\pi D^2}\sqrt{\frac{v_F}{\pi}}\int_0^\infty\frac{xK_0(x)^2\,dx}{(M-\ln x)^{3/2}}. \tag{30}$$

The power $D^{-2}$ comes from one factor $1/D$ in $dq$ and one in the plasmon frequency. The coupling enters through $s$, whose dependence on $D$ is logarithmic. Free charge has therefore removed the powers of $q$ that bound charge would supply.

The remaining integral needs the moments of $xK_0^2$. Equation (25) also shows that $K_0(x)=\tfrac12\int_0^\infty\frac{dp}{p}e^{-p-x^2/4p}$. Use this twice, with variables $p$ and $p'$. The $x$ integral of $x^{\mu-1}$ times the two Gaussians is $\tfrac12\Gamma(\mu/2)[4pp'/(p+p')]^{\mu/2}$. Setting $p=\sigma y$ and $p'=\sigma(1-y)$ separates the rest into $\int_0^\infty\sigma^{\mu/2-1}e^{-\sigma}d\sigma=\Gamma(\mu/2)$ and $\int_0^1[y(1-y)]^{\mu/2-1}dy=\Gamma(\mu/2)^2/\Gamma(\mu)$. Collecting factors,

$$G(\mu)=\int_0^\infty x^{\mu-1}K_0(x)^2dx=2^{\mu-3}\frac{\Gamma(\mu/2)^4}{\Gamma(\mu)}. \tag{31}$$

So $\int xK_0^2dx=G(2)=\tfrac12$. Derivatives of $\ln G$ at $\mu=2$ give the mean and variance of $\ln x$ with weight $xK_0^2$. With $\psi=\Gamma'/\Gamma$, $\psi(1)=-\gamma$ and $\psi(2)=1-\gamma$,

$$\langle\ln x\rangle=\ln2+2\psi(1)-\psi(2)=\ln2-\gamma-1. \tag{32}$$

The variance is $\psi'(1)-\psi'(2)=1$. Expanding (30) about the mean removes the linear term, so the natural large quantity is $\Lambda=M-\langle\ln x\rangle$. In it $\ln2$ and $\gamma$ cancel:

$$\frac EL\simeq-\frac{1}{8\pi}\sqrt{\frac{v_F}{\pi}}\,\frac{1}{D^2\Lambda^{3/2}},\qquad \Lambda=\ln\frac Db+1+\frac{\pi v_F}{4}. \tag{33}$$

The relative correction is $c_2/\Lambda^2$. The variance contributes $\tfrac12\cdot\tfrac32\cdot\tfrac52=\tfrac{15}8$. The $s^4$ term of (29), relative to the $s^2$ term, contributes $\tfrac{5}{16}\int xK_0^4dx\,/\int xK_0^2dx$. Thus $c_2=\tfrac{15}8+\tfrac58\int_0^\infty xK_0^4dx$. For the last integral take $H(\lambda)=\int_0^\infty xK_0^2J_0(\lambda x)\,dx$ and use the same double representation, with $\int_0^\infty xJ_0(\lambda x)e^{-Ax^2}dx=e^{-\lambda^2/4A}/2A$ and $1/4A=\sigma y(1-y)$. The $\sigma$ integral leaves $H=\tfrac12\int_0^1dy/[1+\lambda^2y(1-y)]$, which equals $\beta/(2\sinh\beta\cosh\beta)$ for $\lambda=2\sinh\beta$. Parseval's theorem in the plane gives $\int xK_0^4dx=\int_0^\infty\lambda H^2d\lambda=\int_0^\infty\beta^2d\beta/(\sinh\beta\cosh\beta)=\tfrac14\int_0^\infty\xi^2d\xi/\sinh\xi$ with $\xi=2\beta$. Since $1/\sinh\xi=2\sum_{n\ge0}e^{-(2n+1)\xi}$, this is $\sum_{n\ge0}(2n+1)^{-3}=\tfrac78\zeta(3)$, and $c_2=\tfrac{15}8+\tfrac{35}{64}\zeta(3)=2.53$.

The local exponent follows from $d\Lambda/d\ln D=1$:

$$\frac{d\ln|E/L|}{d\ln D}\simeq-2-\frac{3}{2\Lambda}. \tag{34}$$

It approaches $-2$ only logarithmically.

For numbers take $a=2.5$ Å, $t=2$ eV and $b=1$ Å. Then $v_F=2ta=10$ eV Å, or 0.694 in atomic units. At $D=100$ Å, $\Lambda=4.605+1+0.545=6.15$. Equation (33) gives $-1.77\times10^{-6}$ eV/Å, or $-3.43\times10^{-8}$ atomic units. Integration of (26) with the full cosine band gives a magnitude 5.8% above this law. The excess falls to 3.1% at 1000 Å and 1.95% at 10 000 Å, where $c_2/\Lambda^2$ is 2.2%. The exponent at 100 Å is $-2.26$, against $-2.24$ from (34). The numerical check also compares the band response with that of a finite ring of sites, obtained by diagonalization.

### The same wire with a gap

To show that free flow of charge is responsible, keep the sites in place and alternate the hopping between $t(1+\delta)$ and $t(1-\delta)$. The two sites of a cell are coupled by $h_k=-2t(\cos ka+i\delta\sin ka)$, so the bands are $\pm2t\eta_k$ with $\eta_k^2=\cos^2ka+\delta^2\sin^2ka$. At $ka=\pi/2$ they are separated by the gap $4t\delta$.

The band states differ in the relative phase of their two sites, which is set by the phase $\phi_k$ of $h_k$. The squared overlap between the filled state at $k$ and the empty state at $k+q$ is $\sin^2[\tfrac12(\phi_{k+q}-\phi_k)]$, which tends to $\tfrac14q^2\phi_k'^2$. Differentiating $\tan\phi_k=\delta\tan ka$ gives $\phi_k'=a\delta/\eta_k^2$. The excitation energy is $4t\eta_k$, and its two time orderings combine as they did before (24). Hence $\chi_0=-q^2\alpha_L$ with

$$\alpha_L(iu)=2\int_{-\pi/2a}^{\pi/2a}\frac{dk}{2\pi}\,\frac{a^2\delta^2}{4\eta_k^4}\,\frac{8t\eta_k}{(4t\eta_k)^2+u^2}. \tag{35}$$

This is finite at $u=0$. At large $D$ the product $\chi_0V_b$ vanishes as $q^2\ln q$, and (26) reduces to its lowest order:

$$\frac EL\to-\frac{2}{\pi^2}\int_0^\infty\! q^4K_0(qD)^2dq\int_0^\infty\!\alpha_L^2du=-\frac{27}{256\,D^5}\int_0^\infty\alpha_L(iu)^2du. \tag{36}$$

The prefactor is $\frac{1}{4\pi^2}$ times 2 for both signs of $q$ and 4 from $V_D^2$. The $q$ integral is $G(5)D^{-5}=\frac{27\pi^2}{512}D^{-5}$, because $\Gamma(5/2)=\tfrac34\sqrt\pi$. For oscillators, with $\alpha_L=a^{-1}/(w^2+u^2)$, (36) reproduces the $zz$ part of (21).

With $\delta=0.2$ the gap is 1.6 eV. The metallic and gapped energies, in eV/Å, are

| $D$ (Å) | metallic | gapped |
|---|---|---|
| 10 | $-4.1\times10^{-4}$ | $-1.2\times10^{-4}$ |
| 100 | $-1.9\times10^{-6}$ | $-8.1\times10^{-9}$ |
| 1000 | $-1.1\times10^{-8}$ | $-9.3\times10^{-14}$ |

At 10 Å they differ by a factor of about 3, at 1000 Å by about $10^5$. The gapped exponent is $-4.78$ at 100 Å and $-5.00$ at 1000 Å.

The gapped values depend on one simplification. With two sites per cell, a long-wave field also induces a staggered charge, of opposite sign on neighbouring sites, and (26) leaves out the Coulomb energy of that charge. Including it, with the interaction $1/\sqrt{z^2+b^2}$ kept between the individual sites of a wire, lowers the static $\alpha_L$ from 88 to 52 atomic units. The gapped energies become $-7.3\times10^{-5}$, $-3.4\times10^{-9}$ and $-3.7\times10^{-14}$ eV/Å at the three distances, while the metallic ones at 10 and 100 Å change by 6% and 3%. The power $D^{-5}$ remains, but the $\alpha_L$ that enters (36) is then the screened one, not (35).

The slow approach can be estimated. For small $\delta$ the integral (35) at $u=0$ comes from near $ka=\pi/2$ and gives $\alpha_L(0)\simeq a/(6\pi t\delta^2)$, about 85 atomic units. At $D=100$ Å and $qD=2$, the screening term $-\chi_0V_b=2q^2\alpha_LK_0(qb)$ is then about 0.08. It enters (26) squared in the denominator and decreases roughly as $D^{-2}$. That makes the exponent less negative by roughly $4\times0.08\simeq0.3$, of the same order as the deviation found, 0.22. The estimate is high, partly because it uses the static polarizability while $\alpha_L(iu)$ falls with $u$, and partly because $K_0(qb)$ grows as $\ln D$ at fixed $qD$, so that the screening term falls somewhat more slowly than $D^{-2}$. It also leaves out the dependence of $\chi_0/q^2$ on $q$, which contributes a smaller part of the deviation.

### What the three methods can see

RPA distinguishes the two wires because its response is built from their orbitals: (24) for one and (35) for the other. The quantities supplied to D3 and to MBD do not distinguish them in this model. The sites have not moved, so the coordination numbers agree. The site populations agree as well. Reversing the sign of an orbital on every second site turns a filled state of energy $-\varepsilon$ into an empty one of energy $+\varepsilon$ with the same weight on each site. Filled and empty states therefore share each site equally, and with two spins every site holds one electron, whatever $\delta$ is.

In a real material the density between the sites would differ, and with it the atomic volumes. That could change the strength of the MBD oscillators. But as long as the oscillators are bound and the chain is stable, $w_L^2>0$, their long-wavelength response has the form $-q^2\alpha_L$ with finite $\alpha_L$, and (21) gives $D^{-5}$ at large enough distance. Close to the instability that distance is long: for $a=1.75$ Å, where $\hbar w_L=1.25$ eV, the local exponent of the MBD energy is $-4.0$ at 30 Å and $-4.7$ at 100 Å. A slow decay over a limited range is therefore not by itself a sign of type C. The pair terms of D3 give $D^{-5}$ through (19). Its three-body term, for two atoms on one wire and one on the other, has two long sides that supply $D^{-6}$ and one sum along the wire that supplies $D$, again $D^{-5}$. Neither method contains type C.

The law (33) has its own conditions. If the wires are short compared with $D$, each has a finite total polarizability, and the energy returns to $R^{-6}$. The derivation also assumes that the metallic state is the right starting point. A half-filled chain may acquire a gap through a distortion of the lattice or through interactions beyond RPA. A gap of the hopping kind treated here replaces (33) by (36) at large distance. In the example the two energies already differ by a factor of 16 at 30 Å (about 30 when the staggered charge is included), so the presence of a gap matters well before the limiting exponents are reached.

## Numbers as computed

```
atom: hbar w0 = 10.00 eV, alpha = 1.0972 A^3
free C6 = 9.030 eV A^6 = 15.112 a.u.
A: kappa = 25.0 eV^2 per neighbour, n = 4
A: hbar w in environment = 14.142 eV
A: C6 in environment = 3.192 eV A^6
A: C6 ratio exact = 0.3536
A: C6 ratio D3 = 0.3536
A: C6 ratio MBD volume input = 0.3536
A: C6 ratio direct RPA = 0.3794
A: alpha ratio exact 0.5000, volume 0.5946
A: RPA/exact C6, free 0.5887, environment 0.6318
A: D3/exact C6 at n = 3 between references = 1.0261
A: kappa doubled, n = 4: exact 0.1925, D3 0.3536
A: kappa doubled: MBD 0.1925, RPA 0.2145
B: C9 = 7.431 eV A^9
B: D3 estimate C6^1.5 / exact C9 = 0.7000
B: spacing 3.0 A, alpha/R^3 = 0.0406
B triangle: total energy = -36.764 meV
B triangle: three-body MBD 0.4527, RPA 0.4527 meV
B triangle: ATM = 0.5191 meV, MBD/ATM = 0.8721
B line: total energy = -25.140 meV
B line: three-body MBD -0.1355, RPA -0.1355 meV
B line: ATM = -0.0944 meV, MBD/ATM = 1.4355
MBD chain: a = 2.50 A, hbar w_L = 8.138, w_T = 10.811 eV
MBD chain: (w0/w_L)^3 = 1.8551, (w0/w_T)^3 = 0.7914
MBD chain: C5 screened/pairwise = 1.0186
C: t = 2.00 eV, b = 1.00 A, vF = 10.00 eV A
C: delta = 0.20, gap = 1.600 eV
C: largest |site population - 1| = 2.0e-15
C: energy per length in eV/A
 D=10 A: metal -4.098e-04, gapped -1.225e-04
 D=10 A: MBD -1.679e-05, pairs -1.702e-05
 D=30 A: metal -2.965e-05, gapped -1.835e-06
 D=30 A: MBD -7.085e-08, pairs -7.004e-08
 D=100 A: metal -1.869e-06, gapped -8.057e-09
 D=100 A: MBD -1.732e-10, pairs -1.702e-10
 D=1000 A: metal -1.130e-08, gapped -9.270e-14
C: D=100 A: Lam = 6.151, RPA/law = 1.0583
C: D=1000 A: Lam = 8.453, RPA/law = 1.0312
C: D=10000 A: Lam = 10.756, RPA/law = 1.0195
C: c2 = 2.5324, 1 + c2/Lam^2 at 10000 A = 1.0219
C: law at 100 A = -1.766e-06 eV/A = -3.434e-08 a.u.
exponent at 100 A: metal RPA -2.262, law -2.244
exponent at 100 A: MBD -4.998, pairs -5.000
exponent of gapped RPA: -4.776 at 100 A, -4.995 at 1000 A
```
